# Translating Multipole and Local Expansions with Solid Harmonics

Point charges $q_i$ at positions $\mathbf r_i$ produce, in atomic units, the potential

$$\Phi(\mathbf r)=\sum_i\frac{q_i}{|\mathbf r-\mathbf r_i|}.$$

Fast summation replaces a distant group of charges by a few coefficients and moves these from one centre to another. This problem derives the rules for moving them and the error they cause.

The regular solid harmonics $R_{lm}$ are defined by a generating function. For a complex number $t\neq0$ let

$$\mathbf c(t)=\left(-\frac t2+\frac1{2t},\;-\frac i2\Big(t+\frac1t\Big),\;1\right),\qquad \frac{(\mathbf c\cdot\mathbf r)^l}{l!}=\sum_{m=-l}^{l}R_{lm}(\mathbf r)\,t^m .$$

Summed over $l$, this reads $e^{\mathbf c\cdot\mathbf r}=\sum_{lm}R_{lm}(\mathbf r)t^m$. A star denotes complex conjugation. Wherever a sum runs over harmonics, terms with $|m|>l$ are zero.

## (a) Regular harmonics

**Show that $R_{lm}$ satisfies Laplace's equation, find it explicitly, and expand $R_{lm}(\mathbf a+\mathbf b)$.**

**Solution.** The squares of the first two components of $\mathbf c$ are $\frac14(t^2-2+t^{-2})$ and $-\frac14(t^2+2+t^{-2})$. They add to $-1$, so $\mathbf c\cdot\mathbf c=0$. Since $\nabla^2(\mathbf c\cdot\mathbf r)^l=l(l-1)(\mathbf c\cdot\mathbf c)(\mathbf c\cdot\mathbf r)^{l-2}=0$ for every $t$, each coefficient $R_{lm}$ is harmonic.

Collecting powers of $t$,

$$\mathbf c\cdot\mathbf r=z+ut+\frac wt,\qquad u=-\frac{x+iy}2,\quad w=\frac{x-iy}2 .$$

In the multinomial expansion of $(\mathbf c\cdot\mathbf r)^l/l!$, a term with $m+k$ factors $ut$ and $k$ factors $w/t$ carries $t^m$ and leaves $l-m-2k$ factors $z$. Hence

$$R_{lm}=\sum_k\frac{u^{m+k}\,w^k\,z^{l-m-2k}}{(m+k)!\,k!\,(l-m-2k)!},$$

over all $k$ for which no exponent is negative. In particular $R_{00}=1$ and $R_{10}=z$. Because $u^*=-w$ and $w^*=-u$, conjugation exchanges the two factors and gives the sign $(-1)^{m+2k}$, so $R_{l,-m}=(-1)^mR_{lm}^*$.

For the sum of two vectors, $e^{\mathbf c\cdot(\mathbf a+\mathbf b)}=e^{\mathbf c\cdot\mathbf a}e^{\mathbf c\cdot\mathbf b}$. Matching powers of $t$, and the total degree in the components of $\mathbf a$ and $\mathbf b$, gives the first addition theorem:

$$R_{lm}(\mathbf a+\mathbf b)=\sum_{j=0}^{l}\sum_kR_{jk}(\mathbf a)\,R_{l-j,m-k}(\mathbf b).$$

It is a finite identity between polynomials and holds for all $\mathbf a,\mathbf b$.

## (b) Irregular harmonics

**Let $P=-\partial_z$, $Q=\partial_x+i\partial_y$ and $S=-(\partial_x-i\partial_y)$. Define $I_{lm}=D_{lm}(1/r)$, with $D_{lm}=P^{l-m}Q^m$ for $m\ge0$ and $D_{lm}=P^{l-|m|}S^{|m|}$ for $m<0$. Expand $1/|\mathbf r-\mathbf a|$ and $I_{jk}(\mathbf r-\mathbf a)$ for $|\mathbf a|<|\mathbf r|$.**

**Solution.** Acting on a harmonic function, $QS=-(\partial_x^2+\partial_y^2)=\partial_z^2=P^2$. Every pair $QS$ in a product can therefore be replaced by $P^2$. This keeps the number of derivatives and the excess of $Q$ over $S$, so

$$P^nQ^iS^k=D_{n+i+k,\,i-k},\qquad D_{lm}D_{jk}=D_{l+j,m+k}.$$

The directional derivative in these operators is

$$-\mathbf a\cdot\nabla=a_zP-\frac{a_x-ia_y}2Q+\frac{a_x+ia_y}2S=a_zP+u^*Q+w^*S,$$

with $u,w$ evaluated at $\mathbf a$. This has the structure of $\mathbf c\cdot\mathbf r$ in part (a), with conjugated coefficients. The same multinomial expansion gives, on harmonic functions,

$$\frac{(-\mathbf a\cdot\nabla)^l}{l!}=\sum_mR_{lm}^*(\mathbf a)\,D_{lm}.$$

The Taylor series of $1/|\mathbf r-\mathbf a|$ in $\mathbf a$ is the sum of these operators acting on $1/r$:

$$\frac1{|\mathbf r-\mathbf a|}=\sum_{lm}R^*_{lm}(\mathbf a)\,I_{lm}(\mathbf r).$$

Its part of degree $l$ is $|\mathbf a|^lP_l(\cos\gamma)/r^{l+1}$, where $P_l$ is a Legendre polynomial and $\gamma$ the angle between the vectors. Since $|P_l|\le1$, the series converges for $|\mathbf a|<r$, uniformly in any closed region $r\ge r_0>|\mathbf a|$. A uniformly convergent series of harmonic functions may be differentiated term by term. Applying $D_{jk}$ with respect to $\mathbf r$ gives the second addition theorem:

$$I_{jk}(\mathbf r-\mathbf a)=\sum_{lm}R^*_{lm}(\mathbf a)\,I_{l+j,m+k}(\mathbf r),\qquad|\mathbf a|<|\mathbf r|.$$

## (c) A form fit for computation

**Express $I_{lm}$ through $R_{lm}$ without derivatives.**

**Solution.** For a harmonic polynomial of degree $l$, $\nabla^2(r^sR_{lm})=s(s+1+2l)r^{s-2}R_{lm}$, which vanishes for $s=-2l-1$. So $R_{lm}/r^{2l+1}$ and $I_{lm}$ are both harmonic away from the origin, both of degree $-l-1$, and both proportional to $e^{im\phi}$. What remains is a second-order equation in $\theta$, which has one solution regular at $\theta=0$ up to a factor. The two functions are therefore proportional, and the factor can be read off near the positive $z$ axis.

Take $m\ge0$. The leading term of $R_{lm}$ there is the one with $k=0$:

$$\frac{R_{lm}}{r^{2l+1}}\to\frac{(-1)^m(x+iy)^m}{2^m\,m!\,(l-m)!}\,z^{-l-m-1}.$$

For $I_{lm}$, use $Qf(r)=(x+iy)f'(r)/r$ and $Q(x+iy)=0$. Repeated use gives $Q^m(1/r)=(-1)^m(2m-1)!!\,(x+iy)^mr^{-2m-1}$. Then $P^{l-m}z^{-2m-1}=\frac{(l+m)!}{(2m)!}z^{-l-m-1}$. With $(2m-1)!!/(2m)!=1/(2^mm!)$,

$$I_{lm}\to\frac{(-1)^m(x+iy)^m(l+m)!}{2^m\,m!}\,z^{-l-m-1}.$$

The ratio of the two limits gives

$$I_{lm}(\mathbf r)=(l+m)!\,(l-m)!\,\frac{R_{lm}(\mathbf r)}{r^{2l+1}} .$$

Negative $m$ follows by conjugation, since $Q^*=-S$ implies $I_{l,-m}=(-1)^mI^*_{lm}$.

## (d) Multipole to multipole

**Define the moments about $\mathbf A$ and find those about $\mathbf B$.**

**Solution.** Write $\mathbf r-\mathbf r_i=(\mathbf r-\mathbf A)-(\mathbf r_i-\mathbf A)$ and use part (b). If $|\mathbf r-\mathbf A|$ exceeds every $|\mathbf r_i-\mathbf A|$,

$$\Phi(\mathbf r)=\sum_{lm}M_{lm}(\mathbf A)I_{lm}(\mathbf r-\mathbf A),\qquad M_{lm}(\mathbf A)=\sum_iq_iR^*_{lm}(\mathbf r_i-\mathbf A).$$

Now $\mathbf r_i-\mathbf B=(\mathbf r_i-\mathbf A)+(\mathbf A-\mathbf B)$. The conjugated first addition theorem, multiplied by $q_i$ and summed, gives

$$M_{lm}(\mathbf B)=\sum_{j=0}^{l}\sum_kR^*_{l-j,m-k}(\mathbf A-\mathbf B)\,M_{jk}(\mathbf A).$$

A moment of degree $l$ needs old moments up to degree $l$ and no others. The moments up to degree $p$ about $\mathbf B$ therefore follow exactly from those up to degree $p$ about $\mathbf A$. The truncated series itself does change: its error is governed by the distances of the charges from the new centre, and these are larger when $\mathbf B$ is the centre of a larger box.

For $l=1,m=0$ the rule reads $M_{10}(\mathbf B)=M_{10}(\mathbf A)+(\mathbf A-\mathbf B)_zM_{00}$, the usual change of a dipole moment when the charge is not zero. In the first box of the example in part (h), $M_{00}=1.748998\,e$, $M_{10}=-0.033679\,e\,$Å and the shift is $-1$ Å. The new value is $-0.033679-1.748998=-1.782677\,e\,$Å, as the program's general routine also gives.

## (e) Multipole to local

**Near a distant centre $\mathbf C$, write $\Phi(\mathbf r)=\sum_{jk}L_{jk}(\mathbf C)R^*_{jk}(\mathbf r-\mathbf C)$. Find $L_{jk}$ from the moments.**

**Solution.** Let $\mathbf s=\mathbf r-\mathbf C$. Then $\mathbf r-\mathbf r_i=(\mathbf C-\mathbf r_i)-(-\mathbf s)$. For $|\mathbf s|<|\mathbf C-\mathbf r_i|$, part (b) gives

$$\frac1{|\mathbf r-\mathbf r_i|}=\sum_{jk}R^*_{jk}(-\mathbf s)I_{jk}(\mathbf C-\mathbf r_i).$$

Since $R_{jk}$ has degree $j$, $R^*_{jk}(-\mathbf s)=(-1)^jR^*_{jk}(\mathbf s)$. Hence

$$L_{jk}(\mathbf C)=(-1)^j\sum_iq_iI_{jk}(\mathbf C-\mathbf r_i).$$

Next write $\mathbf C-\mathbf r_i=(\mathbf C-\mathbf A)-(\mathbf r_i-\mathbf A)$. If $|\mathbf r_i-\mathbf A|<|\mathbf C-\mathbf A|$, the second addition theorem turns the sum over charges into moments:

$$L_{jk}(\mathbf C)=(-1)^j\sum_{lm}I_{l+j,m+k}(\mathbf C-\mathbf A)\,M_{lm}(\mathbf A).$$

The sign $(-1)^j$ belongs to the convention that $\mathbf s$ points from $\mathbf C$ to the field point. The sum over $l$ is infinite, so truncation enters here.

## (f) Local to local

**Move the local expansion from $\mathbf C$ to $\mathbf D$.**

**Solution.** Insert $\mathbf r-\mathbf C=(\mathbf r-\mathbf D)+(\mathbf D-\mathbf C)$ into $R^*_{lm}(\mathbf r-\mathbf C)$, use the first addition theorem, and collect the factor of $R^*_{jk}(\mathbf r-\mathbf D)$:

$$L_{jk}(\mathbf D)=\sum_{l\ge j}\sum_mR^*_{l-j,m-k}(\mathbf D-\mathbf C)\,L_{lm}(\mathbf C).$$

If the expansion about $\mathbf C$ stops at $l=p$, it is a polynomial, and this rule rewrites the same polynomial about $\mathbf D$. It adds no error and removes none.

## (g) Truncation error

**Let all charges lie within $a$ of $\mathbf A$, and the field point within $s$ of $\mathbf C$. Let $T=|\mathbf C-\mathbf A|$. Bound the error when moments and local coefficients stop at degree $p$.**

**Solution.** Take one unit charge at $\mathbf a=\mathbf r_i-\mathbf A$ and let $\mathbf T=\mathbf C-\mathbf A$. Its contribution with multipole degree $l$ and local degree $j$ is

$$B_{lj}=\frac{(-\mathbf a\cdot\nabla)^l}{l!}\,\frac{(\mathbf s\cdot\nabla)^j}{j!}\,\frac1T .$$

This does not change when all three vectors are rotated together, so $\mathbf T$ may be put on the positive $z$ axis. By part (c), $I_{nm}(\mathbf T)$ is then zero for $m\ne0$, and $I_{n0}=n!/T^{n+1}$. With $n=l+j$,

$$B_{lj}=\frac{n!}{T^{n+1}}(-1)^j\sum_mR^*_{lm}(\mathbf a)R^*_{j,-m}(\mathbf s).$$

As $B_{lj}$ is real, the stars may be dropped. The sum is then the coefficient of $t^0$ in $(\mathbf c\cdot\mathbf a)^l(\mathbf c\cdot\mathbf s)^j/(l!\,j!)$, which is the average over the circle $t=e^{i\alpha}$:

$$B_{lj}=\frac{(l+j)!}{l!\,j!\,T^{l+j+1}}\big\langle(\mathbf c\cdot\mathbf a)^l(-\mathbf c\cdot\mathbf s)^j\big\rangle_\alpha .$$

On this circle $\mathbf c=(-i\sin\alpha,-i\cos\alpha,1)$, so

$$|\mathbf c\cdot\mathbf a|^2=a_z^2+(a_x\sin\alpha+a_y\cos\alpha)^2\le|\mathbf a|^2,$$

and likewise for $\mathbf s$. Therefore

$$|B_{lj}|\le\binom{l+j}{l}\frac{a^ls^j}{T^{l+j+1}} .$$

Equality holds when the charge and the field point lie on the line of centres, at distances $a$ and $s$, facing each other.

Summing the bound over all $j$ with the negative binomial series gives $a^l/(T-s)^{l+1}$. The sum over $l$ is then geometric and converges if $a+s<T$. In that case the double series converges absolutely and the order of summation is immaterial. The omitted blocks have $l>p$ or $j>p$. The first group adds up to at most

$$\sum_{l>p}\frac{a^l}{(T-s)^{l+1}}=\frac1{T-a-s}\Big(\frac a{T-s}\Big)^{p+1},$$

and the second follows by exchanging $a$ and $s$. For all charges together,

$$|\delta\Phi|\le\frac{\sum_i|q_i|}{T-a-s}\left[\Big(\frac a{T-s}\Big)^{p+1}+\Big(\frac s{T-a}\Big)^{p+1}\right].$$

## (h) Random charges

**Forty random charges fill eight source boxes of side 2 Å, which form a cube of side 4 Å. Forty more fill an equal cube displaced by $(12,4,-4)$ Å. Compare the full chain of translations with the direct sum.**

**Solution.** The translation rules hold in any unit of length. With lengths in Å and charges in $e$, potentials are multiplied by $14.3996$ eV Å to give the energy of a unit charge. The chain computes moments in each small source box, moves them to the centre of the source cube, converts them to a local expansion in the target cube, and moves that to the small target boxes.

A first check is the centre of the target cube, where the local expansion reduces to $L_{00}$. The total charge alone gives $14.399645\times6.589804/13.266499=7.1527$ eV. The converted moments up to $l=12$ give $7.161178$ eV, equal to the direct sum in all printed digits.

For the bound, $T=13.2665$, $a=3.0782$ and $s=3.1538$ Å, so $T-a-s=7.0345$ Å. The ratios in the brackets are $0.3044$ and $0.3096$, and $\sum_i|q_i|=19.2835\,e$. At $p=2$,

$$\frac{14.3996\times19.2835}{7.0345}\,(0.3044^3+0.3096^3)\approx2.28\text{ eV}.$$

The table gives the largest error among the forty target positions, for a unit charge placed there.

| $p$ | largest error (eV) | bound (eV) |
|---|---|---|
| 2 | $4.0\times10^{-2}$ | $2.3$ |
| 4 | $1.3\times10^{-3}$ | $2.2\times10^{-1}$ |
| 8 | $4.5\times10^{-6}$ | $1.9\times10^{-3}$ |
| 12 | $3.8\times10^{-8}$ | $1.7\times10^{-5}$ |

The errors lie well below the bound, which lets every charge act with its full magnitude, at the largest radius and in the least favourable direction. Omitting the moves between small and large boxes leaves the potentials unchanged to rounding. This is a test in the program, and it confirms that the error comes from the multipole-to-local step.

The direct interaction energy of the two groups is $-23.121626$ eV, or $-0.849704$ hartree. The chain gives $-23.0618$ eV at $p=2$, an error of $0.26\,\%$ of the direct value. At $p=12$ it differs by $1.2\times10^{-8}$ eV.

## (i) When the spheres overlap

**Put a unit charge 6 Å sideways from $\mathbf A$, let $\mathbf T$ be 10 Å along $z$, and put a unit test charge 6 Å beyond $\mathbf C$ on the $z$ axis. What happens to the conversion?**

**Solution.** The two charges are $\sqrt{16^2+6^2}\approx17.1$ Å apart, and their energy is $0.842676$ eV. The multipole series about $\mathbf A$ converges at the test charge, because $6<16$. Yet $a+s=12$ Å exceeds $T=10$ Å.

Here $\mathbf c\cdot\mathbf a=-ia\sin\alpha$, if the sideways direction is $x$, and $\mathbf c\cdot\mathbf s=s$. For even $p$ the block with $l=j=p$ has magnitude

$$|B_{pp}|=\frac1T\binom{2p}{p}\Big(\frac{as}{T^2}\Big)^p\langle\sin^p\alpha\rangle .$$

The binomial coefficient grows as $4^p$ and the average falls only as a power of $p$, so the block grows as $(4\times0.36)^p=1.44^p$ apart from powers of $p$. Let $S_{pq}$ be the sum of the blocks with $l\le p$ and $j\le q$. Then $B_{pp}=S_{pp}-S_{p-1,p}-S_{p,p-1}+S_{p-1,p-1}$, which would tend to zero if $S_{pq}$ had a limit as both degrees grow independently. Since $B_{pp}$ grows, no such limit exists. With equal degrees, the program finds $1.28$, $5.07$ and $53.9$ eV for $p=8$, $16$ and $24$.

The formula for each $L_{jk}$ is still valid, since its sum over $l$ needs $a<T$. The local series with these coefficients also converges, since the charge is $\sqrt{10^2+6^2}\approx11.7$ Å from $\mathbf C$ and $s=6$ Å. This requires the sum over $l$ to be converged for every $j$ that is kept. The opposite order also converges: for fixed $l$ the sum over $j$ needs $s<T$ and rebuilds the multipole series at the test charge. With $l\le60$ and $j\le12$ the result is $0.842785$ eV, within $0.02\,\%$ of the exact energy. In a practical scheme with equal degrees, the condition to impose is $a+s<T$ for the enclosing spheres; a large distance between the individual charges does not replace it.

## Numbers as computed

```
e^2/(4 pi eps0) = 14.399645 eV angstrom
source charges: 40, target charges: 40
sum of source charges = 6.589804 e
sum of |source charges| = 19.283541 e
centre distance T = 13.266499 angstrom
source radius a = 3.078216 angstrom
target radius s = 3.153794 angstrom
ratio a/(T-s) = 0.304391
ratio s/(T-a) = 0.309551
M2M of first child box, z dipole:
  charge M_00 = 1.748998 e
  M_10 about child centre = -0.033679 e angstrom
  z shift (child - parent) = -1.0 angstrom
  M_10 about parent centre = -1.782677 e angstrom
Potential energy of a unit charge at the target centre:
  monopole term only = 7.152667 eV
  L_00 from M2L, p = 12: 7.161178 eV
  direct sum = 7.161178 eV
Full chain: p, largest error (eV), bound (eV), energy (eV)
   2  3.999e-02  2.284e+00  -23.06180921
   4  1.340e-03  2.153e-01  -23.12248864
   6  6.597e-05  2.031e-02  -23.12163679
   8  4.475e-06  1.916e-03  -23.12162321
  10  1.410e-07  1.808e-04  -23.12162568
  12  3.814e-08  1.706e-05  -23.12162575
direct interaction energy = -23.12162574 eV
direct interaction energy = -0.84970407 hartree
energy error at p = 12: 1.217e-08 eV
Overlapping spheres, T = 10, a = 6, s = 6 angstrom, unit charges:
  exact energy = 0.842676 eV
  M2L with l, j <= 8: 1.275003 eV
  M2L with l, j <= 16: 5.069829 eV
  M2L with l, j <= 24: 53.888907 eV
  M2L with l <= 60, j <= 12: 0.842785 eV
  multipole series, l <= 24: 0.842676 eV
```
